**Optimum thickness of a centrally heated disc plate**

The program computes the peak temperature rise of a plate of radius \(b\), thickness \(t\) and conductivity \(k\), heated over a central circle of radius \(a\) and cooled below with coefficient \(h\). It uses a Bessel series in \(\tau=t/a\), \(\varepsilon=a/b\) and \(\mathrm{Bi}=ha/k\). For the worked example, the optimum is 8.24 mm with a peak rise of 33.55 K. An axisymmetric finite-volume solution of the heat equation gives 8.24 mm as well, and the program asserts agreement in peak temperature at three thicknesses and the position of the maximum at the centre. Further assertions cover the series cutoff, the slope formula against finite differences, and the thin- and thick-plate slopes. For \(a/b=0.25\), the interior minimum equals the zero-thickness limit at \(\mathrm{Bi}=1.26\), and the finite-volume solver confirms both this equality and the hump between the two. At \(\mathrm{Bi}=3\), the program asserts that the peak rises with thickness throughout the scanned range.

## Program and output

```python
"""
Result under test: peak temperature rise of a disc plate heated on a central
circle and cooled by uniform convection below, and the thickness minimising it.
  a, b    source and plate radii;  t plate thickness;  k conductivity
  h       heat transfer coefficient on the bottom;  q source heat flux
  eps = a/b,  tau = t/a,  Bi = h a/k,  phi = k Tmax/(q a)
  phi = eps^2 (1/Bi + tau) + sum_n 2 J1(x)/(d^2 J0(d)^2) K,  J1(d)=0, x=eps d
  K = (x + Bi tanh(x tau)) / (x tanh(x tau) + Bi)
The rim and the unheated top are insulated. Temperatures are rises above coolant.
An axisymmetric finite-volume solver supplies the independent check.
"""
import numpy as np
from scipy.special import j0, j1
from scipy.optimize import brentq, minimize_scalar
from scipy.sparse import diags, identity, kron
from scipy.sparse.linalg import spsolve

power, a, b, k, h = 50.0, 5e-3, 20e-3, 200.0, 2000.0
q = power / (np.pi * a**2)
eps = a / b
Bi0 = h * a / k
scale = q * a / k


def make_modes(count):
    """Zeros of J1 by Newton iteration, and smoothly cut-off series weights."""
    n = np.arange(1, count + 1)
    beta = (n + 0.25) * np.pi
    d = beta - 3 / (8 * beta)
    for _ in range(5):
        d = d - j1(d) / (j0(d) - j1(d) / d)
    cutoff = np.cos(0.5 * np.pi * np.clip(2 * n / count - 1, 0, 1))**2
    return eps * d, cutoff * 2 * j1(eps * d) / (d * j0(d))**2


modes = make_modes(4000)


def spreading(tau, Bi, table=modes):
    x, weight = table
    th = np.tanh(x * tau)
    return np.sum(weight * (x + Bi * th) / (x * th + Bi))


def phi(tau, Bi, table=modes):
    return eps**2 * (1 / Bi + tau) + spreading(tau, Bi, table)


def slope(tau, Bi):
    x, weight = modes
    th = np.tanh(x * tau)
    return eps**2 + np.sum(weight * x * (Bi**2 - x**2) * (1 - th**2)
                           / (x * th + Bi)**2)


def best_thickness(Bi):
    """Lowest phi for tau between 0.05 and 20."""
    grid = np.geomspace(0.05, 20, 120)
    i = int(np.argmin([phi(s, Bi) for s in grid]))
    lo, hi = grid[max(i - 1, 0)], grid[min(i + 1, len(grid) - 1)]
    res = minimize_scalar(lambda s: phi(s, Bi), bounds=(lo, hi),
                          method="bounded", options={"xatol": 1e-8})
    return res.x, res.fun


def finite_volume(t, h_value, nr, nz):
    """Top-surface temperatures at cell centres, and the value on the axis."""
    dr, dz = b / nr, t / nz
    faces = np.arange(nr + 1) * dr
    r = 0.5 * (faces[1:] + faces[:-1])
    area = np.pi * (faces[1:]**2 - faces[:-1]**2)
    g = k * 2 * np.pi * faces[1:-1] / dr
    radial = diags([np.r_[g, 0] + np.r_[0, g], -g, -g], [0, 1, -1])
    c = np.full(nz - 1, k / dz)
    diag = np.r_[c, 0] + np.r_[0, c]
    diag[-1] += 1 / (1 / h_value + dz / (2 * k))
    axial = diags([diag, -c, -c], [0, 1, -1])
    matrix = kron(radial, identity(nz) * dz) + kron(diags(area), axial)
    flux = np.where(r < a, q, 0.0)
    rhs = np.zeros((nr, nz))
    rhs[:, 0] = flux * area
    field = spsolve(matrix.tocsc(), rhs.ravel()).reshape(nr, nz)
    top = field[:, 0] + flux * dz / (2 * k)
    return top, top[0] - (top[1] - top[0]) / 8, field


def fv_peak(t, h_value):
    """Second-order extrapolation from two grids."""
    coarse = finite_volume(t, h_value, 80, 40)[1]
    fine = finite_volume(t, h_value, 160, 80)[1]
    return (4 * fine - coarse) / 3


# Optimum in the worked example: one change of slope sign in the scanned range
scan = np.geomspace(0.01, 40, 250)
signs = np.sign([slope(s, Bi0) for s in scan])
changes = np.flatnonzero(np.diff(signs))
assert len(changes) == 1 and signs[0] < 0 < signs[-1]
i = changes[0]
tau_opt = brentq(slope, scan[i], scan[i + 1], args=(Bi0,), xtol=1e-12)
phi_opt = phi(tau_opt, Bi0)
t_opt, T_opt = a * tau_opt, scale * phi_opt
assert T_opt < q / h

# Series cutoff and slope formula
half = make_modes(2000)
for s in (0.1, 1.0, tau_opt):
    assert abs(phi(s, Bi0) - phi(s, Bi0, half)) < 1e-7
    step = 1e-4 * s
    fd = (phi(s + step, Bi0) - phi(s - step, Bi0)) / (2 * step)
    assert abs(fd - slope(s, Bi0)) < 1e-5 * max(1, abs(fd))

# Peak temperature, its position and the optimum from the heat equation itself
checks = []
for t in (1e-3, t_opt, 20e-3):
    checks.append((t, scale * phi(t / a, Bi0), fv_peak(t, h)))
    assert abs(checks[-1][1] / checks[-1][2] - 1) < 1e-3
top, _, field = finite_volume(t_opt, h, 160, 80)
assert np.all(np.diff(top) < 0) and top[0] > field.max()
fv_opt = minimize_scalar(lambda t: finite_volume(t, h, 120, 60)[1],
                         bounds=(2e-3, 30e-3), method="bounded",
                         options={"xatol": 1e-6}).x
assert abs(fv_opt / t_opt - 1) < 0.02

# Thin and thick limits
thin_slope = (phi(0.005, 1.0) - 1.0) / 0.005
assert abs(thin_slope - 1) < 0.01
thick_slope = (phi(41, Bi0) - phi(40, Bi0))
assert abs(thick_slope - eps**2) < 1e-6

# Threshold where the interior minimum equals the zero-thickness limit
Bi_c = brentq(lambda B: best_thickness(B)[1] - 1 / B, 0.8, 1.6, xtol=1e-9)
tau_c, phi_c = best_thickness(Bi_c)
h_c = Bi_c * k / a
assert tau_c > 0.06 and abs(slope(tau_c, Bi_c)) < 1e-4
hump = minimize_scalar(lambda s: -phi(s, Bi_c), bounds=(0.002, tau_c),
                       method="bounded", options={"xatol": 1e-8})
tau_h, phi_h = hump.x, -hump.fun
fv_c, fv_h = fv_peak(a * tau_c, h_c), fv_peak(a * tau_h, h_c)
assert abs(fv_c / (q / h_c) - 1) < 2e-3
assert abs(fv_h / (scale * phi_h) - 1) < 2e-3 and fv_h > q / h_c
for factor, interior_wins in ((0.95, True), (1.05, False)):
    B = factor * Bi_c
    assert (best_thickness(B)[1] < 1 / B) == interior_wins

# Strong cooling: peak temperature rises over the whole scanned range
Bi_strong = 3.0
rise = [phi(s, Bi_strong) for s in np.geomspace(0.002, 20, 300)]
assert rise[0] > 1 / Bi_strong and np.all(np.diff(rise) > 0)

# Thickness range costing at most five per cent
excess = lambda s: phi(s, Bi0) - 1.05 * phi_opt
t_low = a * brentq(excess, 0.05, tau_opt)
t_high = a * brentq(excess, tau_opt, 60)

print(f"power P = {power:.1f} W")
print(f"source radius a = {a*1e3:.1f} mm, plate radius b = {b*1e3:.1f} mm")
print(f"conductivity k = {k:.1f} W/(m K)")
print(f"heat transfer coefficient h = {h:.1f} W/(m^2 K)")
print(f"source flux q = {q:.5g} W/m^2")
print(f"radius ratio eps = {eps:.4f}, Bi = {Bi0:.4f}")
print(f"temperature scale q a/k = {scale:.4f} K")
print(f"zero-thickness limit q/h = {q/h:.3f} K")
print(f"slope sign change between tau = {scan[i]:.4f} and {scan[i+1]:.4f}")
print(f"optimum tau = {tau_opt:.5f}, phi = {phi_opt:.5f}")
print(f"optimum thickness = {t_opt*1e3:.3f} mm")
print(f"minimum peak rise = {T_opt:.3f} K")
print(f"  mean film part = {scale*eps**2/Bi0:.3f} K")
print(f"  mean plate part = {scale*eps**2*tau_opt:.3f} K")
print(f"  spreading part = {scale*spreading(tau_opt, Bi0):.3f} K")
print(f"finite-volume optimum thickness = {fv_opt*1e3:.3f} mm")
for t, series, numeric in checks:
    print(f"t = {t*1e3:.3f} mm: series {series:.4f} K, finite volume {numeric:.4f} K")
for t_mm in (0.5, 1, 2, 4, 6, 8, 10, 15, 20, 40):
    print(f"peak rise at t = {t_mm:.1f} mm: {scale*phi(t_mm*1e-3/a, Bi0):.3f} K")
print(f"within 5 percent of minimum: t = {t_low*1e3:.3f} to {t_high*1e3:.3f} mm")
for h_try in (500.0, 2000.0, 8000.0, 20000.0):
    s, f = best_thickness(h_try * a / k)
    print(f"h = {h_try:.0f} W/(m^2 K): optimum {s*a*1e3:.3f} mm, "
          f"peak {scale*f:.3f} K, q/h {q/h_try:.3f} K")
print(f"thin-plate slope dphi/dtau at Bi = 1: {thin_slope:.5f}")
print(f"thick-plate slope dphi/dtau: {thick_slope:.5f}")
print(f"threshold Bi = {Bi_c:.5f}, h = {h_c:.1f} W/(m^2 K)")
print(f"threshold interior minimum: t = {a*tau_c*1e3:.3f} mm, {scale*phi_c:.4f} K")
print(f"threshold zero-thickness limit: {q/h_c:.4f} K")
print(f"threshold hump: t = {a*tau_h*1e3:.3f} mm, {scale*phi_h:.4f} K")
print(f"finite volume at threshold: minimum {fv_c:.4f} K, hump {fv_h:.4f} K")
print(f"no interior minimum found at Bi = {Bi_strong:.1f}, "
      f"h = {Bi_strong*k/a:.0f} W/(m^2 K)")
print("tests ok")
```

Running it gives:

```
power P = 50.0 W
source radius a = 5.0 mm, plate radius b = 20.0 mm
conductivity k = 200.0 W/(m K)
heat transfer coefficient h = 2000.0 W/(m^2 K)
source flux q = 6.3662e+05 W/m^2
radius ratio eps = 0.2500, Bi = 0.0500
temperature scale q a/k = 15.9155 K
zero-thickness limit q/h = 318.310 K
slope sign change between tau = 1.6342 and 1.6896
optimum tau = 1.64828, phi = 2.10797
optimum thickness = 8.241 mm
minimum peak rise = 33.549 K
  mean film part = 19.894 K
  mean plate part = 1.640 K
  spreading part = 12.015 K
finite-volume optimum thickness = 8.238 mm
t = 1.000 mm: series 59.6277 K, finite volume 59.6277 K
t = 8.241 mm: series 33.5494 K, finite volume 33.5494 K
t = 20.000 mm: series 35.4145 K, finite volume 35.4145 K
peak rise at t = 0.5 mm: 87.304 K
peak rise at t = 1.0 mm: 59.628 K
peak rise at t = 2.0 mm: 43.279 K
peak rise at t = 4.0 mm: 35.568 K
peak rise at t = 6.0 mm: 33.886 K
peak rise at t = 8.0 mm: 33.552 K
peak rise at t = 10.0 mm: 33.654 K
peak rise at t = 15.0 mm: 34.448 K
peak rise at t = 20.0 mm: 35.415 K
peak rise at t = 40.0 mm: 39.389 K
within 5 percent of minimum: t = 4.235 to 19.046 mm
h = 500 W/(m^2 K): optimum 8.425 mm, peak 93.271 K, q/h 1273.240 K
h = 2000 W/(m^2 K): optimum 8.241 mm, peak 33.549 K, q/h 318.310 K
h = 8000 W/(m^2 K): optimum 7.516 mm, peak 18.476 K, q/h 79.577 K
h = 20000 W/(m^2 K): optimum 6.046 mm, peak 15.167 K, q/h 31.831 K
thin-plate slope dphi/dtau at Bi = 1: 0.99929
thick-plate slope dphi/dtau: 0.06250
threshold Bi = 1.26126, h = 50450.6 W/(m^2 K)
threshold interior minimum: t = 2.113 mm, 12.6187 K
threshold zero-thickness limit: 12.6187 K
threshold hump: t = 0.342 mm, 13.1665 K
finite volume at threshold: minimum 12.6187 K, hump 13.1665 K
no interior minimum found at Bi = 3.0, h = 120000 W/(m^2 K)
tests ok
```
